Smearing errors of E, F and (E+F)/2 in free-electron-like metals

**Problem**

A metal is computed with Fermi-Dirac occupations of width σ = k_BT, chosen for numerical convenience. The wanted quantity is the energy E0 at σ = 0. One code reports the energy E, a second the free energy F = E − σS, and a third the average (E + F)/2. Here S is the dimensionless entropy of the occupations f,

S = −Σ [f ln f + (1 − f) ln(1 − f)].

Take independent electrons with a free-electron density of states and one electron per simple cubic cell, N = 1. The density parameter is r_s = 4 bohr, which gives a cell edge a = 3.412 Å. N is held fixed as σ changes, σ is small compared with the Fermi energy ε_F, and the k-point sampling is converged.

(a) Show that the error quadratic in σ cancels in (E + F)/2, and find what is left.

(b) Find the mismatch between codes that report different quantities, for σ = 0.10 eV.

(c) Find how the mismatch enters a compression energy and the equilibrium cell edge. For the edge, use the model energy per cell

U(x) = K (x^(−2/3) − 2x^(−1/3)), x = V/V0.

The first term is the free-electron energy, so K = E0 at V0. The second is a model attraction that places the minimum at x = 1. Exchange, correlation and core repulsion are left out, so the model shows how a shift arises and does not predict a real metal. Its bulk modulus is only 1.7 GPa, about a quarter of the 6–7 GPa of sodium, which has a similar r_s, so it overstates the shift by about a factor of four.

**The band**

With k_F = (9π/4)^(1/3)/r_s, the Fermi energy in atomic units is ε_F = k_F²/2, here 3.132 eV. The number of states below ε, spin included, grows as k³, that is, as ε^(3/2), and equals 1 at ε_F. Therefore

n(ε) = (ε/ε_F)^(3/2),
g(ε) = dn/dε = (3/2) ε^(1/2)/ε_F^(3/2).

At the Fermi level g = 3/(2ε_F) = 0.479 states per eV, and E0 = ∫ε g dε = 3ε_F/5 = 1.879 eV.

**First estimate by scaling**

Smearing affects the states within about σ of ε_F. They hold about gσ electrons, and each is raised by about σ. Hence

E − E0 ~ gσ² = 0.479 × 0.10² eV ≈ 0.005 eV.

The entropy is of order gσ, so σS is of the same order as E − E0. The signs follow from two minimum principles. E0 is the lowest band energy for N electrons, so E ≥ E0. F is the lowest value of E − σS, and the unsmeared occupations, which have S = 0, give E0; so F ≤ E0.

Suppose that F = E0 − cσ² to leading order, with c unknown. The relation S = −dF/dσ, proved below, gives S = 2cσ, and so E = F + σS = E0 + cσ². The errors are opposite and equal at this order, whatever c is.

If the next term is smaller by (σ/ε_F)² ≈ 0.001, the average should be wrong by about 5×10⁻⁶ eV. For the cell edge, the energy scale that resists a change of size is K, so the relative shift should be about gσ²/K ≈ 0.0025. Scaling does not supply the numerical factors, and it has assumed that no odd powers of σ occur.

**Expansion in σ: the grand potential**

For independent electrons with chemical potential μ,

Ω(μ,σ) = −σ ∫ g(ε) ln[1 + e^((μ−ε)/σ)] dε.

The logarithm has the derivative −f/σ with respect to ε. Integrating by parts, with n(0) = 0 and a logarithm that vanishes at high energy, gives

Ω = −∫ n(ε) f(ε) dε.

Define Ω0(ε) = −∫₀^ε n(ε′) dε′. A second integration by parts gives

Ω = ∫ Ω0(ε) (−f′) dε.

For σ → 0 the factor −f′ becomes a delta function at μ, so Ω0(μ) is the grand potential at zero smearing. At finite σ it is averaged over a window of width σ.

Put ε = μ + σu. The weight becomes w(u) = e^(−u)/(1 + e^(−u))², which is even in u, so the odd terms of the Taylor series of Ω0 drop out. For even n ≥ 2, expanding w in powers of e^(−u) for u > 0 gives

⟨uⁿ⟩ = 2 Σ_k (−1)^(k+1) k ∫₀^∞ uⁿ e^(−ku) du = 2 n! Σ_k (−1)^(k+1)/kⁿ.

The sums are π²/12 for n = 2 and 7π⁴/720 for n = 4. The moments are therefore π²/3 and 7π⁴/15. Since Ω0″ = −g and Ω0⁗ = −g″,

Ω = Ω0 + (σ²/2)(π²/3)(−g) + (σ⁴/24)(7π⁴/15)(−g″) + O(σ⁶)
= Ω0 − π²σ²g/6 − 7π⁴σ⁴g″/360 + O(σ⁶).

The Taylor series does not know about the band edge at ε = 0, where the weight is of order e^(−ε_F/σ). The result is thus an asymptotic expansion for σ ≪ ε_F.

**Expansion in σ: fixed electron number**

At fixed N the free energy is F = Ω + μN. Because ∂Ω/∂μ = −N, the right-hand side is stationary in μ. Let δ = μ − ε_F, and let g, g′ and g″ now denote values at ε_F. With n(ε_F) = N,

Ω0(ε_F + δ) = Ω0(ε_F) − Nδ − gδ²/2 + O(δ³).

The term −Nδ cancels against the δ in μN, and Ω0(ε_F) + ε_F N = E0. This leaves

F = E0 − gδ²/2 − (π²σ²/6)(g + g′δ) − 7π⁴σ⁴g″/360.

Setting the derivative with respect to δ to zero gives

δ = −π²σ²g′/(6g).

Since δ is of order σ², the neglected terms δ³, σ²δ² and σ⁴δ are all of order σ⁶. The condition also says that (π²σ²/6)g′ = −gδ. The two terms containing δ then add up to

−gδ²/2 + gδ² = gδ²/2 = π⁴σ⁴g′²/(72g).

Hence

F = E0 − π²gσ²/6 + a₄σ⁴ + O(σ⁶),
a₄ = π⁴ [g′²/(72g) − 7g″/360].

**Why the average works**

The Fermi-Dirac occupations make F = E − σS stationary at fixed N. The derivative of E − σS − μN with respect to the occupation f of a level ε is ε − μ + σ ln[f/(1 − f)], which vanishes for f = 1/(1 + e^((ε−μ)/σ)); the second derivative σ/[f(1 − f)] is positive, so this point is the minimum. When σ changes, the change of the occupations therefore does not contribute to first order, and only the explicit σ counts:

dF/dσ = −S.

It follows that E = F − σ dF/dσ, and

(E + F)/2 = F − (σ/2) dF/dσ.

A term a_nσⁿ in F appears in the average as (1 − n/2)a_nσⁿ. The factor is 0 for n = 2 and −1 for n = 4. So

(E + F)/2 = E0 − a₄σ⁴ + O(σ⁶).

The quadratic term cancels for any density of states that is smooth around ε_F. The free-electron form is needed only for the coefficients. From g ∝ ε^(1/2),

g′ = g/(2ε_F), g″ = −g/(4ε_F²),

and therefore

a₄ = (π⁴g/ε_F²)(1/288 + 7/1440) = π⁴g/(120ε_F²) = π⁴/(80ε_F³).

The three reported quantities are

E = E0 + π²σ²/(4ε_F) + O(σ⁴),
F = E0 − π²σ²/(4ε_F) + O(σ⁴),
(E + F)/2 = E0 − π⁴σ⁴/(80ε_F³) + O(σ⁶).

A constant density of states has g′ = g″ = 0, and then the quartic term vanishes too. The general a₄ was also tested on g = 3ε² with ε_F = 1 eV and σ = 0.02 eV. There g = 3, g′ = g″ = 6 and a₄ = π⁴/20 in powers of eV. The law gives −7.79×10⁻⁷ eV, and the occupation integrals give −7.77×10⁻⁷ eV.

**The mismatch between codes**

From the definitions, without any expansion, E exceeds F by σS, and the average lies σS/2 from each. To leading order

σS = π²σ²/(2ε_F).

For σ = 0.10 eV this is 9.870 × 0.0100/(2 × 3.132) eV = 0.0158 eV. The occupation integrals give S = 0.1574 and σS = 0.0157 eV. A code that reports E or F thus differs from one that reports the average by 0.0079 eV per electron, even if everything else agrees.

The repair needs no knowledge of g. If a code prints F and σS, add σS/2. Here F − E0 = −0.007874 eV and σS/2 = 0.007870 eV, which leaves −4×10⁻⁶ eV.

**Compression energy**

Since ε_F ∝ V^(−2/3), the mismatch σS grows as V^(2/3). If both codes use their own quantity consistently, their energy differences between 0.9V0 and V0 disagree by the change of σS:

0.01576 eV × (0.9^(2/3) − 1) = −0.0011 eV.

The band energy rises by 0.1362 eV according to E and by 0.1373 eV according to F, a disagreement of 0.8 % of the rise. Most of the mismatch has cancelled because the two states have similar entropies. Against a reference state with S = 0, nothing would cancel.

Mixing is worse. If E is taken at 0.9V0 and F at V0, the difference is 0.1520 eV. Relative to the difference of the averages, 0.1367 eV, it contains half of σS from each state, added together:

(0.0147 + 0.0157)/2 eV = 0.0152 eV.

That is an error of 11 %.

**Equilibrium cell edge**

For the model energy,

U′ = (2K/3)(−x^(−5/3) + x^(−4/3)), so U′(1) = 0,
U″(1) = (2K/3)(5/3 − 4/3) = 2K/9.

The leading smearing error is Δx^(2/3), with Δ = +π²σ²/(4ε_F) for E and the opposite sign for F. Its slope at x = 1 is 2Δ/3. The minimum therefore moves by

δx = −(2Δ/3)/(2K/9) = −3Δ/K,

and the edge, which goes as x^(1/3), by

δa/a = −Δ/K = ∓0.00788/1.879 = ∓0.0042.

E makes the cell too small, because its positive error grows with volume. F makes it too large. The minima found numerically are at 3.398 Å for E and 3.427 Å for F, a mismatch of 0.029 Å. The shift is inversely proportional to the stiffness. Here the bulk modulus is U″(1)/V0 = 2K/(9V0) = 1.7 GPa; with 7 GPa and the same Δ the mismatch would be about 0.007 Å. The sign holds as long as g at the Fermi level grows with volume, as it does for free electrons.

The two shifts are not quite symmetric: the volume changes by −1.23 % with E and by +1.28 % with F. The next order accounts for this. With s = x^(−1/3) and r = Δ/K, the energy is K(s² − 2s + r/s²), and its minimum obeys s − 1 = r/s³. Thus s = 1 + r − 3r², and the relative edge is 1/s = 1 − r + 4r². The term 4r² is positive for either sign of r, so it reduces the contraction and increases the expansion. Cubing gives the volume, x = 1 − 3r + 15r², which for r = ±0.00419 yields −1.23 % and +1.28 %.

For the average the error is −a₄σ⁴x², since a₄ ∝ ε_F^(−3) ∝ x². Its slope is −2a₄σ⁴, which gives

δx = 2a₄σ⁴/(2K/9) = 9a₄σ⁴/K = 1.9×10⁻⁵.

This agrees with the numerical minimum and is far too small to matter for the edge.

**Comparison of estimate and solution**

For σ = 0.10 eV:

- E − E0: estimate 0.005 eV, computed 0.0079 eV. The missing factor is π²/6 ≈ 1.6.
- (E + F)/2 − E0: estimated size 5×10⁻⁶ eV, computed −4.0×10⁻⁶ eV. The factor is π⁴/120 ≈ 0.8, and the sign comes from the expansion.
- Relative shift of the edge: estimate 0.0025, linear law 0.0042. The factor is again π²/6, because Δ = π²gσ²/6 and because the stiffness U″(1) = 2K/9 of this particular model happens to give δa/a = −Δ/K with coefficient one; a different stiffness would change it.

Scaling found the powers of σ and the cancellation. The expansion adds the coefficients and shows why odd powers are absent: the weight −f′ is even about μ.

The range of the laws can be read from larger σ. At 0.20 eV the average is off by −6.5×10⁻⁵ eV, while the quartic law gives −6.3×10⁻⁵ eV. If an error of 0.001 eV is allowed, E permits σ = 0.036 eV and the average permits σ = 0.39 eV. The quartic law predicts 0.40 eV for the latter, slightly too much, because the true error grows somewhat faster than σ⁴.

**Where the cancellation fails**

The derivation needs a smooth g. A finite k-mesh gives a set of separate levels instead. Let σ be much smaller than their spacing, with a partly filled degenerate level at the Fermi energy. The occupations then stay fixed and S tends to a constant S₀ > 0. Now E = E0 and F = E0 − σS₀, where E0 belongs to this mesh. The average is wrong by −σS₀/2, in line with the factor 1 − n/2 for n = 1. In this limit E is the better quantity.

Averaging does not remove the sampling error either. The size and sign of this error depend on where the mesh is placed: at M = 8, shifting the mesh by half a step turns the value listed below into +5.1×10⁻³ eV. Plane-wave sums on M×M×M meshes that include k = 0, at σ = 0.10 eV and compared with the converged average, give:

- M = 8: −8.0×10⁻³ eV
- M = 12: +2.8×10⁻⁴ eV
- M = 20: −2.3×10⁻⁴ eV
- M = 40: −5.6×10⁻⁶ eV
- M = 80: 2×10⁻⁹ eV

At M = 8 the sampling error is as large as the quadratic error that the average was meant to remove. At M = 40 it is still slightly larger than the quartic remainder. At M = 12 and M = 20 the average is about thirty times closer to E0 than the converged E, but the error does not fall steadily with M: at M = 14 it is −1.3×10⁻³ eV, only about six times smaller than the error of E. The quartic accuracy of the average is reached only once the sampling error at the σ in use falls below the quartic remainder.

**Self-consistent calculations**

In a self-consistent calculation F is stationary with respect to the orbitals and the density as well as the occupations. The relation dF/dσ = −S therefore still holds, with E now the full internal energy. If F remains a smooth even function of σ, the quadratic term cancels as before. Its coefficient is also unchanged in form: a density response of order σ² alters S only at order σ³, so S = π²gσ/3 to leading order, with g taken from the unsmeared self-consistent solution. Integrating −S over σ gives −π²gσ²/6 again. The quartic coefficient does contain the density response, so the value π⁴/(80ε_F³) belongs to independent electrons.

Forces and stresses need the same care as energies. If a code computes them as derivatives of F, they do not belong to the average, since

−d[(E + F)/2]/dR = −dF/dR − (σ/2) dS/dR.

In the model above, relaxing the cell with the stress of F leads to 3.427 Å, whereas a fit to the averaged energies gives 3.412 Å. These edges are for σ = 0.10 eV.

Computed values

```
r_s = 4.0 bohr
Fermi energy = 3.1320 eV
E0 per electron = 1.8792 eV
g(eF) = 0.4789 states/eV per electron
cell edge = 3.4121 angstrom
moment <u^2> = 3.28987
moment <u^4> = 45.45758
sigma = 0.05 eV: S = 0.07876, mu-eF = -0.000657 eV
  E-E0 = 0.001969 eV, F-E0 = -0.001969 eV
  quadratic law = +/-0.001970 eV
  (E+F)/2-E0 = -2.481e-07 eV, quartic law = -2.477e-07 eV
  E-F = 0.003938 eV, half of it = 0.001969 eV
sigma = 0.10 eV: S = 0.15740, mu-eF = -0.002630 eV
  E-E0 = 0.007866 eV, F-E0 = -0.007874 eV
  quadratic law = +/-0.007878 eV
  (E+F)/2-E0 = -3.990e-06 eV, quartic law = -3.963e-06 eV
  E-F = 0.015740 eV, half of it = 0.007870 eV
sigma = 0.20 eV: S = 0.31383, mu-eF = -0.010570 eV
  E-E0 = 0.031317 eV, F-E0 = -0.031448 eV
  quadratic law = +/-0.031512 eV
  (E+F)/2-E0 = -6.526e-05 eV, quartic law = -6.341e-05 eV
  E-F = 0.062765 eV, half of it = 0.031383 eV
band g=3e^2, eF=1 eV, sigma=0.02 eV: (E+F)/2-E0 = -7.770e-07 eV
  general quartic law = -7.793e-07 eV
All below: sigma = 0.10 eV
compression to 0.9 V0: band energy change from E = 0.136210 eV
  same from F = 0.137276 eV
  mismatch E minus F = -0.001066 eV, law = -0.001069 eV
  mixed (E at 0.9 V0, F at V0) = 0.151950 eV
minimum of E: V/V0-1 = -1.227e-02, edge = 3.39811 angstrom
minimum of F: V/V0-1 = 1.283e-02, edge = 3.42664 angstrom
minimum of (E+F)/2: V/V0-1 = 1.920e-05, edge = 3.41214 angstrom
linear law |da/a| = 0.00419
volume-shift law for the average = 1.898e-05
edge mismatch F minus E = 0.02853 angstrom
error 0.001 eV: sigma for E = 0.0356 eV, law 0.0356 eV
  sigma for (E+F)/2 = 0.3858 eV, law 0.3986 eV
k-mesh M = 8: sampling error of (E+F)/2 = -7.99e-03 eV
k-mesh M = 10: sampling error of (E+F)/2 = -5.18e-04 eV
k-mesh M = 12: sampling error of (E+F)/2 = 2.77e-04 eV
k-mesh M = 20: sampling error of (E+F)/2 = -2.29e-04 eV
k-mesh M = 40: sampling error of (E+F)/2 = -5.61e-06 eV
k-mesh M = 80: sampling error of (E+F)/2 = 2.25e-09 eV
```
